# Chebyshev Time Propagation: Error Bounds and Operation Counts against Short-Iterative Lanczos

## The error falls off a cliff

A particle in a harmonic well, on a grid of 128 points, is propagated for a time $t=2$ in a single step. The propagator is a polynomial of degree $K$ in the Hamiltonian. Raising $K$ from 106 to 191 brings nothing in the worst case: the largest error over the spectral interval is 1.20 before and 1.21 after, as large as the wavefunction itself. A given state can fare better without converging: for the displaced ground state used below the error goes from 0.17 to 0.06, for a random state from 0.95 to 0.67. Raising $K$ from 212 to 255 reduces it from 0.36 to $9\times10^{-10}$. The half-width of the spectral interval times the step is 212.4, and this number decides where the cliff stands.

Atomic units with $\hbar=1$ are used, and states have unit norm, so errors are relative to the norm of the state. The Hamiltonian $H$ is Hermitian and does not depend on time. Its spectrum lies in a known interval $[E_{lo},E_{hi}]$. Define

$$R=\frac{E_{hi}-E_{lo}}2,\quad \bar E=\frac{E_{hi}+E_{lo}}2,\quad X=\frac{H-\bar E}{R},\quad \alpha=Rt .$$

The spectrum of $X$ lies in $[-1,1]$, and $e^{-iHt}=e^{-i\bar Et}e^{-i\alpha X}$.

In the example the mass is 1, $V=x^2/2$, and the periodic Fourier grid has length 24. The kinetic energy lies between 0 and 140.368 hartree, the potential between 0 and 72.000. Every expectation value of $H$ therefore lies between 0 and 212.368, which gives $R=106.184$ and $\alpha=106.184\times2=212.368$. The true spectrum ends at 197.5, so the cheap interval is slightly too wide, which is safe.

## The expansion

The Bessel functions of integer order are the Fourier coefficients in

$$e^{i\alpha\sin\varphi}=\sum_{n=-\infty}^{\infty}J_n(\alpha)e^{in\varphi}. \tag{1}$$

Put $\varphi=\theta-\pi/2$. Then $\sin\varphi=-\cos\theta$ and $e^{in\varphi}=(-i)^ne^{in\theta}$. Since $J_{-n}=(-1)^nJ_n$ and $(-i)^{-n}=(-1)^n(-i)^n$, the terms $n$ and $-n$ have equal coefficients and combine into a cosine:

$$e^{-i\alpha\cos\theta}=\sum_{k=0}^{\infty}(2-\delta_{k0})(-i)^kJ_k(\alpha)\cos k\theta .$$

With $x=\cos\theta$, $\cos k\theta$ is the Chebyshev polynomial $T_k(x)$. Applying the identity to each eigenvalue of $X$ gives

$$e^{-iHt}=e^{-i\bar Et}\sum_{k=0}^{\infty}(2-\delta_{k0})(-i)^kJ_k(\alpha)\,T_k(X). \tag{2}$$

The identity $\cos(k+1)\theta+\cos(k-1)\theta=2\cos\theta\cos k\theta$ supplies the algorithm. With $\phi_k=T_k(X)\psi$,

$$\phi_0=\psi,\qquad \phi_1=X\psi,\qquad \phi_{k+1}=2X\phi_k-\phi_{k-1}.$$

Each order costs one application of $H$. The sum is accumulated on the way, so only a few vectors are stored.

The interval should contain the spectrum. For $x>1$ the recurrence gives $T_k(x)=\cosh(k\,\mathrm{arccosh}\,x)$, which grows exponentially with $k$. When the upper end was set to 0.9 of the true maximum, with $E_{lo}=0$, the top level was mapped to $x=0.55/0.45=1.22$. At $K=215$ this gives $T_K\approx\tfrac12e^{0.655\times215}\approx7\times10^{60}$, which the small Bessel coefficient cannot offset. The error for a random state was $2.5\times10^{51}$. The series still converges for $x>1$, because the coefficients eventually fall faster than any exponential (see (5)), but its huge intermediate terms must cancel and rounding spoils this. Only a very small overshoot can be repaired by more terms: with the upper end at 0.999 of the maximum the error drops from $3\times10^{-4}$ at $K=236$ to $9\times10^{-12}$ at $K=262$, while at 0.995 the best error found up to $K=380$ is $3.5\times10^{-5}$.

## Decay beyond $k=\alpha$

On $[-1,1]$ we have $|T_k|\le1$, so truncation after order $K$ leaves an operator-norm error of at most $2\sum_{k>K}|J_k(\alpha)|$. Bounding this sum requires the ratio of neighbouring coefficients.

Differentiate (1) with respect to $\varphi$, write $\cos\varphi=(e^{i\varphi}+e^{-i\varphi})/2$, and compare coefficients of $e^{in\varphi}$. The result is $\frac{\alpha}{2}(J_{n-1}+J_{n+1})=nJ_n$. For $n=k+1$,

$$J_k=\frac{2(k+1)}{\alpha}J_{k+1}-J_{k+2}. \tag{3}$$

For $k+1\ge\alpha$ define

$$\rho_k=\exp\left[-\mathrm{arccosh}\frac{k+1}{\alpha}\right],\qquad \rho_k+\frac1{\rho_k}=\frac{2(k+1)}{\alpha}.$$

Here $\rho_k\le1$, and $\rho_k$ decreases with $k$. The claim is that $J_k>0$ and $r_k\equiv J_{k+1}/J_k\le\rho_k$ for all $k\ge\alpha-1$. The proof is an induction downward in $k$. Suppose that $J_{k+1}>0$ and $r_{k+1}\le\rho_k$. Then (3) gives

$$J_k=J_{k+1}\left(\frac1{\rho_k}+\rho_k-r_{k+1}\right)\ge\frac{J_{k+1}}{\rho_k}>0,$$

which is the claim for $k$. Since $r_k\le\rho_k\le\rho_{k-1}$, the hypothesis holds again one order lower.

The start at large $k$ comes from the power series $J_k=\frac{(\alpha/2)^k}{k!}\left[1-\frac{\alpha^2}{4(k+1)}+\dots\right]$. It shows that $J_k>0$ and $r_{k+1}=\frac{\alpha}{2(k+2)}[1+O(k^{-2})]$. This is smaller than $\frac{\alpha}{2(k+1)}$ by a relative amount of about $1/k$, and $\frac{\alpha}{2(k+1)}<\rho_k$ because $1/\rho_k<2(k+1)/\alpha$. Hence $r_{k+1}\le\rho_k$ for large enough $k$, and the induction can begin.

For $K+2>\alpha$ all later ratios are at most $\rho_{K+1}<1$, and a geometric series gives the working error bound:

$$\left\|\text{error}\right\|\le\frac{2J_{K+1}(\alpha)}{1-\rho_{K+1}}. \tag{4}$$

An explicit envelope follows by multiplying ratios. Let $n\ge\alpha$ and let $n_0$ be the integer part of $\alpha$. As a Fourier coefficient of a function of modulus one, $|J_{n_0}|\le1$. Therefore

$$J_n(\alpha)\le\exp\left[-\sum_{j=n_0+1}^{n}\mathrm{arccosh}\frac j\alpha\right].$$

The arccosh increases, so each term is at least its integral over the preceding unit interval; for the first term that interval is cut off at $\alpha$. The sum is thus at least $\int_\alpha^n\mathrm{arccosh}(y/\alpha)\,dy$, and

$$J_n(\alpha)\le\exp\left[-n\,\mathrm{arccosh}\frac n\alpha+\sqrt{n^2-\alpha^2}\right]. \tag{5}$$

Differentiating the exponent with respect to $n$ returns $-\mathrm{arccosh}(n/\alpha)$, which confirms the integral.

Exponential convergence would mean a constant gain per order. Here the gain itself improves: in the example the ratio $J_{k+1}/J_k$ is 0.63 at $k=1.1\alpha$, 0.38 at $1.5\alpha$ and 0.27 at $2\alpha$. For $n\gg\alpha$, $\mathrm{arccosh}(n/\alpha)\approx\ln(2n/\alpha)$, and the envelope behaves as $(e\alpha/2n)^n$. This is the super-exponential regime.

## Why nothing happens below $\alpha$

Let $p$ be any polynomial of degree $K$. As a function of $\theta$ it contains cosines up to order $K$ and cannot touch the higher ones. Since $\cos^2k\theta$ averages to $1/2$ and the coefficients have modulus $2|J_k|$,

$$\max_{[-1,1]}|e^{-i\alpha x}-p|^2\ge\frac1\pi\int_0^\pi|e^{-i\alpha\cos\theta}-p|^2d\theta\ge2\sum_{k>K}J_k^2. \tag{6}$$

For $k<\alpha$ the size of $J_k$ follows from $J_k=\frac1\pi\int_0^\pi\cos(k\varphi-\alpha\sin\varphi)\,d\varphi$. The phase is stationary where $\cos\varphi=k/\alpha$, and its second derivative there is $s=\sqrt{\alpha^2-k^2}$. Stationary phase gives an oscillation of amplitude $\sqrt{2/(\pi s)}$, hence a mean square of $1/(\pi s)$. All the weights together obey $J_0^2+2\sum_{k\ge1}J_k^2=1$, because the function has modulus one. Replacing the sum up to $K$ by an integral,

$$2\sum_{k>K}J_k^2\approx1-\frac2\pi\arcsin\frac K\alpha=\frac2\pi\arccos\frac K\alpha .$$

At $K=191$ the square root of this estimate is 0.54, and the sum itself gives 0.53. No choice of coefficients can therefore give uniform accuracy there.

The limit concerns the whole interval. A matrix with $N$ distinct eigenvalues is served exactly by the polynomial of degree $N-1$ that interpolates at them. In the example $N-1=127$ is below $\alpha$, but the coefficients of that polynomial depend on the eigenvalues. The Lanczos method below builds it from the matrix itself: with full reorthogonalization and $m=128$ a single step has an error of $4\times10^{-14}$. The small grid was chosen so that dense diagonalization can supply reference results.

## The order needed for a given accuracy

Just above the edge, write $n=\alpha+\delta$ with $\delta\ll\alpha$. Then $\mathrm{arccosh}(1+u)\approx\sqrt{2u}$, and the exponent in (5) becomes

$$-\int_0^\delta\sqrt{\frac{2y}\alpha}\,dy=-\frac{2\sqrt2}{3}\frac{\delta^{3/2}}{\alpha^{1/2}} .$$

Setting its magnitude equal to $\ln(1/\varepsilon)$ and ignoring algebraic prefactors gives

$$K\approx\alpha+\left[\frac{3\ln(1/\varepsilon)}{2\sqrt2}\right]^{2/3}\alpha^{1/3}. \tag{7}$$

For $\varepsilon=10^{-8}$ the bracket is $3\times18.42/2.828=19.54$, and its power $2/3$ is 7.25. At $\alpha=1000$ the estimate is $1000+72.5$, while (4) requires $K=1067$. At $\alpha=10000$ it requires 10144, or 1.014 applications per unit of $\alpha$. At $\alpha=10$ it requires 25, or 2.5 per unit. Long steps are therefore efficient and short steps wasteful.

## Short-iterative Lanczos

The competing method divides $t$ into steps $\tau$. In each step it builds orthonormal vectors $v_1=\psi,v_2,\dots,v_m$ from $\psi,H\psi,\dots,H^{m-1}\psi$. With $V=(v_1,\dots,v_m)$ and $e_j$ the unit vectors of dimension $m$,

$$HV=VT+\beta_mv_{m+1}e_m^{T},\qquad \psi(\tau)\approx Ve^{-iT\tau}e_1 ,$$

where $T=V^\dagger HV$ is tridiagonal with off-diagonal elements $\beta_1,\dots,\beta_{m-1}>0$. A step costs $m$ applications of $H$.

**Comparison with Chebyshev.** Suppose $H^j\psi=VT^je_1$. Then $H^{j+1}\psi=VT^{j+1}e_1+\beta_mv_{m+1}(T^j)_{m1}$. The last element vanishes for $j<m-1$, because a tridiagonal matrix needs $m-1$ powers to connect 1 with $m$. Lanczos thus reproduces $p(H)\psi$ for every polynomial $p$ of degree $m-1$. With $f(H)=e^{-iH\tau}$,

$$f(H)\psi-Vf(T)e_1=(f-p)(H)\psi-V(f-p)(T)e_1 .$$

The eigenvalues of $T$ lie inside the spectral interval, so the error is at most $2\max|f-p|$. Taking the truncated Chebyshev series for $p$ bounds it by $4\sum_{k\ge m}|J_k(R\tau)|$. The same cliff, now at $m=R\tau$, guarantees convergence for every state.

**A bound that knows the state.** Let $g(s)=(e^{-iTs})_{m1}$. Differentiating $Ve^{-iTs}e_1$ and inserting the relation for $HV$ shows that it obeys the Schrödinger equation with an extra term $+i\beta_mv_{m+1}g(s)$. The error obeys the equation with the opposite source, so

$$\text{error}(\tau)=-i\beta_m\int_0^\tau e^{-iH(\tau-s)}v_{m+1}\,g(s)\,ds .$$

To bound $g$, replace the exponential by its interpolating polynomial at the eigenvalues $\theta_1,\dots,\theta_m$ of $T$. They are distinct: since all $\beta_j>0$, the rows of the eigenvalue equation fix every component of an eigenvector from the first one, so each eigenvalue has a single eigenvector. Only the power $T^{m-1}$ has an element $(m,1)$, equal to $\beta_1\cdots\beta_{m-1}$. Its coefficient is

$$D_m(s)=\sum_{i=1}^m\frac{e^{-i\theta_is}}{\prod_{l\ne i}(\theta_i-\theta_l)} .$$

Differentiation gives $D_m'+i\theta_mD_m=-iD_{m-1}$, since the factor $\theta_i-\theta_m$ cancels one denominator. For $m\ge2$, $D_m(0)=0$, because the interpolant of a constant has no higher powers. Hence $|D_m(s)|\le\int_0^s|D_{m-1}|ds'$, and from $|D_1|=1$ follows $|D_m|\le s^{m-1}/(m-1)!$. Inserting this in the integral,

$$\|\text{error}(\tau)\|\le\frac{\beta_1\beta_2\cdots\beta_m\,\tau^m}{m!}. \tag{8}$$

**A narrow state.** Let $D$ be the displacement operator that turns the oscillator ground state into a coherent state with amplitude $z$ and mean quantum number $\bar n=|z|^2$. Since $D^\dagger aD=a+z$,

$$D^\dagger HD=a^\dagger a+za^\dagger+z^*a+\bar n+\tfrac12 .$$

In the number basis this matrix is already tridiagonal and starts from the ground state. Up to phases, the number states are the Lanczos vectors, and $\beta_j=\sqrt{\bar nj}$. The width of the grid spectrum is absent. A displacement of 3 gives $\bar n=3^2/2=4.5$ and $\beta_1=2.12$, $\beta_2=3.00$, as found on the grid. For $m=8$, $\tau=0.1$ the bound (8) is $2.04\times10^{-8}$ and the error $2.00\times10^{-8}$. A random vector, which fills the band, has $\beta_j$ between 45 and 56 for the first five.

**A state that leaves no room for adaptation.** Take one site of a long tight-binding ring, with $H$ equal to half the sum of the two unit shifts. On a plane wave of wavenumber $q$, $T_k(H)=\cos kq$, so $T_k(H)|0\rangle=\frac12(|k\rangle+|{-k}\rangle)$. As long as the two branches do not meet, these vectors are orthogonal, and normalizing them gives the Lanczos vectors. The Chebyshev sum is then the best approximation in the Krylov space, with error $[2\sum_{k\ge m}J_k^2]^{1/2}$. The picture is physical: amplitude spreads from the site at a finite speed, and its front reaches distance $\alpha$. A basis with $m<\alpha$ does not reach the front. For $\alpha=40$, $m=50$ the errors are $1.10\times10^{-3}$ for Chebyshev and $1.21\times10^{-3}$ for Lanczos.

## Operation counts

Count real additions and multiplications for complex vectors of length $N$, with the nominal $5N\log_2N$ per fast Fourier transform. One application of $H$ needs two transforms, two multiplications by real tables and one addition, together $(10\log_2N+6)N$. For $N=128$ this is $76\times128=9728$.

Chebyshev adds $4N$ for each of $K+1$ accumulations, $2N$ for each of $K-1$ subtractions, $2N$ for halving the first product (the tables hold $2X$) and $6N$ for the final phase: $(6K+10)N$ in all. A Lanczos step adds $20mN$ for removing the diagonal part, two inner products and the final complex combination, and $6(m-1)N$ for removing the previous vector and normalizing: $(26m-6)N$ in all. Reorthogonalization is not used, and the small diagonalization is not counted. Lanczos also stores its $m$ vectors, or else regenerates them in a second pass of the recurrence, which nearly doubles the applications of $H$.

Both methods were tuned to a true final error of $10^{-8}$ at $t=2$, Lanczos by bisection in the number of steps. Entries are applications of $H$, with millions of real operations in parentheses.

| Method | Coherent | Random |
|---|---|---|
| Chebyshev, one step | 250 (2.63) | 251 (2.64) |
| Lanczos, $m=10$ | 410 (5.32) | 2330 (30.24) |
| Lanczos, $m=20$ | 260 (3.38) | 660 (8.59) |
| Lanczos, $m=40$ | 200 (2.61) | 360 (4.69) |

For the coherent state Chebyshev costs $(250\times76+1510)\times128=2.63\times10^6$ operations. Lanczos with $m=40$ saves a fifth of the applications, but its vector work uses up the gain, and the totals are practically equal. For the random state Chebyshev is cheaper at every $m$ in the table. The table stops at $m=40$, and larger spaces change the ranking: a single Lanczos step reaches $10^{-8}$ at $m\approx94$ for the coherent state and at $m\approx164$ for the random state, which by the same count costs 1.23 and 2.14 million operations. The price is the storage of that many vectors and a small problem that is no longer negligible. In the random case $m$ exceeds $N$, so the small grid favours Lanczos; the ring shows that a band-filling state on a large lattice can leave it no such gain. The a priori bound (4) asks for $K=252$, so not knowing the true error costs Chebyshev one or two applications.

For the random state the poor result at small $m$ can be estimated by taking (8) as the error of a step. If the errors of $t/\tau$ steps add up to $\varepsilon$, then

$$\tau^{m-1}\approx\frac{\varepsilon\,m!}{t\,\beta_1\cdots\beta_m}.$$

With the $\beta_j$ held fixed, the cost $mt/\tau$ grows as $\varepsilon^{-1/(m-1)}$, a power of the accuracy, whereas in (7) the accuracy enters through a logarithm. For the random state with $m=10$, setting all $\beta_j$ to 50 gives $\tau=0.0083$ and 241 steps; the search found 233.

For the coherent state the same estimate, with $\beta_j=\sqrt{4.5j}$, gives 17 steps at $m=10$, but the search found 41, with 40 steps failing; this count can move by a step with the rounding of the arithmetic. The estimate assumes a perfect coherent state at the start of every step. The bound (8) holds for each step with the $\beta_j$ of the vector actually propagated, and under unitary evolution the final error is at most the sum of the step errors. A failure at 40 steps therefore means that in some steps the product $\beta_1\cdots\beta_m$ is well above its ideal value. The independence from the grid's width thus holds for the ideal $\beta_j$, and the measured cost need not share it.

The choice therefore depends on the step that the problem allows. A time-independent $H$ and a long interval favour Chebyshev over Lanczos with small $m$, particularly when the state fills the band or memory is short; where a large Krylov space can be stored, a single Lanczos step may need fewer applications, as it does here. If $H$ changes with time and must be frozen over short steps, $\alpha$ per step is small and Chebyshev loses its efficiency. Lanczos can then gain from a state of narrow energy spread, where (8) lies far below the bound for the full band.

The numerical check also compares the Chebyshev result at $K=266$ with the analytic coherent state; they differ by $3\times10^{-13}$.

## Computed results

```
grid points 128, length 24.0 bohr, spacing 0.1875 bohr
propagation time 2.0 a.u., displacement 3.0 bohr
target final error 1e-08
max kinetic 140.368, max potential 72.000 hartree
true spectrum 0.5000 to 197.507 hartree
half width used R 106.184 hartree, alpha = R t 212.368
K/alpha, K, uniform error, Parseval lower limit, upper bound:
  0.50 106 1.20e+00 8.15e-01 none
    arccos estimate of the lower limit 0.817
  0.90 191 1.21e+00 5.26e-01 none
    arccos estimate of the lower limit 0.537
  1.00 212 3.59e-01 1.63e-01 1.16e+00
  1.05 223 1.34e-02 7.01e-03 2.46e-02
  1.10 234 1.23e-04 6.95e-05 2.07e-04
  1.15 244 6.68e-07 3.91e-07 1.07e-06
  1.20 255 8.79e-10 5.31e-10 1.36e-09
ratio J_(k+1)/J_k and its bound at k/alpha:
  1.1 0.6288 0.6328
  1.5 0.3794 0.3797
  2.0 0.2670 0.2670
alpha, order K from bound for 1e-8, edge-law K, K/alpha:
  10 25 25.6 2.5000
  100 131 133.7 1.3100
  1000 1067 1072.5 1.0670
  10000 10144 10156.3 1.0144
K 266: error against analytic state 2.9e-13
upper end at 0.9 of true maximum, K 215: error 2.5e+51
SIL m 8, tau 0.1, coherent: error 2.00e-08, bound 2.04e-08
  beta_1..5 (hartree) 2.1213 3.0000 3.6742 4.2426 4.7434
SIL m 8, tau 0.02, random: error 2.02e-05, bound 2.21e-05
  beta_1..5 (hartree) 44.9651 50.9122 47.8258 51.4073 55.7457
ring, alpha 40: m, Chebyshev error (K = m-1), Lanczos error
  20 8.28e-01 1.16e+00
  50 1.10e-03 1.21e-03
  60 1.99e-07 2.13e-07
real operations per H application 9728
order from the a priori bound 252
coherent: Chebyshev, H applications 250, Mflop 2.625
  SIL m 10, steps 41, R tau 5.18, H applications 410, Mflop 5.321
  SIL m 20, steps 13, R tau 16.34, H applications 260, Mflop 3.385
  SIL m 40, steps 5, R tau 42.47, H applications 200, Mflop 2.607
random: Chebyshev, H applications 251, Mflop 2.636
  SIL m 10, steps 233, R tau 0.91, H applications 2330, Mflop 30.242
  SIL m 20, steps 33, R tau 6.44, H applications 660, Mflop 8.592
  SIL m 40, steps 9, R tau 23.60, H applications 360, Mflop 4.693
```
